# Why Converged RMM-DIIS Bands Can Miss the Lowest State

A calculation is asked for the three lowest states of a Hamiltonian. It stops with residual norms of about $10^{-8}$ Ha, orthonormal vectors and steady energies. Nevertheless the lowest state is absent, a higher one has taken its place, and the sum of the three energies is wrong by 1.6 Ha, or 43 eV. The usual convergence criteria do not reveal this. It happens when residual minimization is taken for a search for low energy, and the following example shows it in full.

## The counter-example

Let $H$ be a real symmetric matrix in an orthonormal basis, with eigenvalues $\lambda_1\le\lambda_2\le\dots$ and orthonormal eigenvectors $v_k$. For a normalized vector $x$ define

$$\rho=x^THx,\qquad r=(H-\rho)x,\qquad F=\|r\|^2 .$$

Here $\rho$ is the energy of $x$ and $r$ its residual. Expanding the square gives

$$F=x^TH^2x-2\rho\,x^THx+\rho^2=\langle H^2\rangle-\rho^2,$$

so $F$ is the energy variance.

RMM-DIIS, the residual minimization method with direct inversion in the iterative subspace, treats one band at a time. From the current vector $y_{\rm old}$, with energy $\rho_{\rm old}$, it forms the preconditioned residual $Kr$ and adds it to a small space that contains $y_{\rm old}$. The new vector is the $y$ in this space that minimizes $\|(H-\rho_{\rm old})y\|/\|y\|$. After a few such steps on every band, the bands are orthonormalized and $H$ is diagonalized within their span. This makes one sweep.

The model is one particle in a hard-wall box of length 26 bohr, in Hartree atomic units, with a broad and a narrow well:

$$V(z)=-2\,e^{-(z-9)^2/(2\cdot 2.5^2)}-4\,e^{-(z-17)^2/(2\cdot 0.5^2)} .$$

The basis consists of 100 sine functions. The preconditioner is $K=(T+1\ \text{Ha})^{-1}$, with $T$ the kinetic energy, which is diagonal in this basis. RMM-DIIS takes up to six steps per band in each sweep, and both methods stop when all residual norms are below $10^{-7}$ Ha. The sweep counts and final weights quoted below depend on these choices. Going from 70 to 100 functions changes the five lowest levels by about $4\times10^{-6}$ Ha or less. Comparisons between methods use the same matrix and can be read more finely than that.

The starting vectors are the three lowest states of the broad well alone, as if the initial guess had overlooked the narrow well. Energies are in Ha:

| Level of $H$ | Start | RMM-DIIS | Davidson |
|---|---|---|---|
| $-2.389362$ | none | missed | $-2.389362$ |
| $-1.732232$ | $-1.732232$ | $-1.732232$ | $-1.732232$ |
| $-1.228915$ | $-1.228915$ | $-1.228915$ | $-1.228915$ |
| $-0.793181$ | $-0.793211$ | $-0.793181$ | not requested |

RMM-DIIS converges in 4 sweeps to levels 2, 3 and 4. Two of the three wanted levels are present, so the error of the energy sum is the difference between the wrong level and the missed one:

$$\lambda_4-\lambda_1=-0.7932+2.3894=1.5962\ \text{Ha}=43.43\ \text{eV}.$$

The missed state was not absent from the start. Its total weight in the three starting vectors was $2.95\times10^{-5}$. RMM-DIIS did not amplify this weight but removed it, down to about $2\times10^{-19}$.

The third band shows the removal in its energy. It starts at $-0.793211$ Ha, below $\lambda_4$, which is possible only if the vector contains lower states. During the minimization its energy rises by $3.0\times10^{-5}$ Ha. The energy sum shows that the missed state is involved. Let $W_k\le1$ be the total weight of $v_k$ in the three orthonormal starting vectors, so that $\sum_kW_k=3$. Their energy sum minus $\lambda_2+\lambda_3+\lambda_4$ equals $-W_1(\lambda_4-\lambda_1)+(1-W_2)(\lambda_4-\lambda_2)+(1-W_3)(\lambda_4-\lambda_3)+\sum_{k>4}W_k(\lambda_k-\lambda_4)$, and only the first term can be negative. The first two starting energies agree with $\lambda_2$ and $\lambda_3$ to the printed digits, so the sum lies about $3\times10^{-5}$ Ha too low, and only the missed state can cause this. Its term is $2.95\times10^{-5}\times1.596=4.7\times10^{-5}$ Ha, partly offset by the positive terms.

The rise is also a warning that can be read without knowing the exact levels. The three lowest levels have the smallest energy sum that any three orthonormal vectors can have. A final sum above the starting one, for the same $H$ and beyond rounding error, therefore proves that a lower state is missing. The converse does not hold: a sum that falls is no proof of completeness.

Block Davidson, from the same start, finds the correct three states. The first residuals are nearly the same for both methods. Davidson first rotates the vectors within the starting space, but the couplings $x_i^THx_j=x_i^Tr_j$ are bounded by the smaller of the two residual norms, at most about 0.001 Ha, against energy spacings above 0.4 Ha, so the rotation is slight. Write $H=H_{\rm b}+V_{\rm n}$, where $V_{\rm n}$ is the narrow well and $H_{\rm b}x=E_{\rm b}x$ for a starting vector. Then $\rho=E_{\rm b}+\langle V_{\rm n}\rangle$, and

$$r=(E_{\rm b}+V_{\rm n})x-(E_{\rm b}+\langle V_{\rm n}\rangle)x=(V_{\rm n}-\langle V_{\rm n}\rangle)x .$$

The term $V_{\rm n}x$ is concentrated in the narrow well, so the residual points out the neglected region. Davidson diagonalizes $H$ in the enlarged space and keeps the lowest energies, which favours this direction. RMM-DIIS charges each component $v_k$ the price $(\lambda_k-\rho)^2$. For the third band the lowest state costs $(1.596)^2=2.55$ Ha$^2$ per unit weight, and is suppressed because its energy is far away, although it is lower.

## The correct statement

Every eigenvector of $H$ is a global minimum of $F$, with $F=0$, and $F$ has no other local minima. Residuals that are small compared with the level spacings therefore show that eigenvectors have been found to good accuracy, but not that they are the lowest ones. RMM-DIIS can give the lowest states if the start is good enough; it does not guarantee them.

The statement is for an orthonormal basis. With an overlap matrix $S$, the residual $(H-\rho S)x$ still vanishes at every eigenvector, so the danger remains, but the classification of the other stationary points below is proved for $S=1$.

### Stationary points

For any symmetric $A$, let $\langle A\rangle=x^TAx/x^Tx$. The quotient rule, evaluated at $x^Tx=1$, gives $\nabla\langle A\rangle=2(A-\langle A\rangle)x$. Applying this to $F=\langle H^2\rangle-\langle H\rangle^2$,

$$\nabla F=2(H^2-\langle H^2\rangle)x-4\rho(H-\rho)x
=2\left(H^2-2\rho H+2\rho^2-\langle H^2\rangle\right)x .$$

Inserting $\langle H^2\rangle=F+\rho^2$ completes the square:

$$\nabla F=2\left[(H-\rho)^2-F\right]x .$$

Write $x=\sum_kc_kv_k$. At a stationary point $[(\lambda_k-\rho)^2-F]c_k=0$ for every $k$, so every level present in $x$ lies at $\rho+\sqrt F$ or $\rho-\sqrt F$. There are two cases.

If $F=0$, then $r=0$ and $x$ is an eigenvector. Since $F$ cannot be negative, this is a global minimum.

If $F>0$, both levels must be present, because a single level would give $F=0$. Their mean energy $\rho$ lies halfway between them, so their weights are equal. Let their distance be $\Delta$. If the upper weight is changed to $p$, with energies measured from the lower level, then

$$F=p\Delta^2-(p\Delta)^2=p(1-p)\Delta^2 .$$

This has its maximum $\Delta^2/4$ at $p=\tfrac12$ and falls on both sides. The equal mixture is therefore not a local minimum, which completes the proof. If a level is degenerate, the argument holds with its whole eigenspace in place of one eigenvector.

For a matrix with levels 0, 1 and 2, in arbitrary energy units, a general-purpose minimizer applied to $F$ from 200 random starts ended 40, 95 and 65 times at the three levels. The start decides the result.

### Why energy minimization behaves differently

Near an eigenvector put $x=v_n+\sum_{k\ne n}t_kv_k$ with small $t_k$. The energy is

$$\rho=\lambda_n+\frac{\sum_k(\lambda_k-\lambda_n)t_k^2}{1+\sum_kt_k^2}
=\lambda_n+\sum_k(\lambda_k-\lambda_n)t_k^2+O(t^4).$$

The variance is unchanged if energies are measured from $\lambda_n$, so $F=\langle(H-\lambda_n)^2\rangle-(\rho-\lambda_n)^2$. The last term is of fourth order, and

$$F=\sum_k(\lambda_k-\lambda_n)^2t_k^2+O(t^4).$$

The second derivatives along $v_k$ are thus $2(\lambda_k-\lambda_n)$ for the energy and $2(\lambda_k-\lambda_n)^2$ for $F$. The square removes the sign that tells lower states from higher ones.

Take the third state of a matrix with levels 0, 1, 2.5, 3.5, 5 and 6. The energy has curvatures $-5,-3,2,5,7$: two directions lead downhill, one for each lower state. The curvatures of $F$ are $2,4.5,12.5,12.5,24.5$, all positive. An exact excited eigenvector stops Davidson as well, because its residual is zero. But it is unstable there against a small admixture of a lower state, whereas for residual minimization it is stable. The instability helps only if the admixture lifts the residual above the stopping tolerance; a smaller admixture lets Davidson stop at the excited state too.

### What one RMM-DIIS step selects

For a normalized vector $y$ and any number $s$, write $H-s=(H-\rho(y))+(\rho(y)-s)$. The cross term vanishes because $y^T(H-\rho(y))y=0$, so

$$\|(H-s)y\|^2=F(y)+(\rho(y)-s)^2 .$$

The vector's own energy is therefore the best shift. Since the step minimizes over a space containing $y_{\rm old}$,

$$F(y_{\rm new})\le\|(H-\rho_{\rm old})y_{\rm new}\|^2\le\|(H-\rho_{\rm old})y_{\rm old}\|^2=F(y_{\rm old}).$$

The residual norm cannot rise in such a step. This bound concerns the steps on one band, not the later rotation among bands. It also assumes the fully minimizing step defined above; implementations that finish a band with an unminimized trial step along $Kr$ can let the residual norm rise in that last step.

If the small space grew to the full space, the step would minimize $\sum_k(\lambda_k-\rho_{\rm old})^2c_k^2$ at fixed norm. The result is the eigenvector whose level is nearest to $\rho_{\rm old}$. The target is set by the current energy, not by the order of the levels.

## How a start chooses its state

The choice can be followed exactly for steepest descent in continuous time, an idealization of the finite steps:

$$\frac{dx}{dt}=-\tfrac12\nabla F=-\left[(H-\rho)^2-F\right]x .$$

The norm is conserved, since $x^Tdx/dt=-(F-F)=0$. Each component obeys $dc_k/dt=-[(\lambda_k-\rho)^2-F]c_k$. In the ratio of two nonzero components $F$ cancels:

$$\frac{d}{dt}\ln\left|\frac{c_k}{c_j}\right|=(\lambda_j-\rho)^2-(\lambda_k-\rho)^2 .$$

The component nearest in energy to $\rho$ gains on all others. The energy itself changes as

$$\frac{d\rho}{dt}=2x^TH\frac{dx}{dt}=-2x^TH\left[(H-\rho)^2-F\right]x .$$

Replace the first $H$ by $(H-\rho)+\rho$. The part with $\rho$ gives $\rho(F-F)=0$, and $F\,x^T(H-\rho)x=0$. What remains is

$$\frac{d\rho}{dt}=-2\mu_3,\qquad \mu_3=\langle(H-\rho)^3\rangle .$$

A negative third moment makes the energy rise while the residual falls. Three starts in the matrix with levels 0, 1 and 2 show the consequences.

With weights 0.49, 0.51 and 0, the energy rises from 0.51 to 1, although almost half of the start was the lowest state.

With weights 0.40, 0.25 and 0.35, the energy is $0.25+2\times0.35=0.95$. The squared distances to the levels are 0.9025, 0.0025 and 1.1025. The middle component, which has the smallest weight, is favoured, and the flow ends there. A large overlap with the lowest state is thus not by itself a protection.

The vectors with components $(\tfrac12,\pm\tfrac1{\sqrt2},\tfrac12)$ are orthogonal, since $\tfrac14-\tfrac12+\tfrac14=0$. Both have $\rho=1$. Their outer components are equal and stay equal, so $\rho$ stays at 1 and both vectors reach the middle state; their overlap goes from 0 to 1 in magnitude. Orthonormalization would force such bands apart, but it contains no condition that the replacement be the lowest missing state.

### A start that is good enough

Suppose $\lambda_1<\lambda_2$ and the starting energy satisfies

$$\rho_0<m,\qquad m=\tfrac12(\lambda_1+\lambda_2).$$

Then the flow reaches $v_1$. To prove it, put $a=\rho-\lambda_1\ge0$ and $b=\lambda_2-\rho$, so that $b>a$ as long as $\rho<m$. Let $w_k=c_k^2$. The definition of the mean gives $\sum_{k\ge2}w_k(\lambda_k-\rho)=w_1a$. All distances in this sum are at least $b$, hence

$$\mu_3=-w_1a^3+\sum_{k\ge2}w_k(\lambda_k-\rho)^3
\ge-w_1a^3+b^2w_1a=w_1a(b^2-a^2)\ge0 .$$

So $\rho$ cannot rise and stays at or below $\rho_0$. Moreover $c_1\neq0$, because a vector without $v_1$ has energy at least $\lambda_2$. For every $k\ge2$ with $c_k\ne0$,

$$\frac{d}{dt}\ln\left|\frac{c_k}{c_1}\right|\le a^2-b^2=-(b-a)(b+a)\le-2(m-\rho_0)(\lambda_2-\lambda_1).$$

The right side is a fixed negative number, so all other components die out exponentially relative to $c_1$.

The limit $m$ cannot be raised. A mixture of $v_1$ and $v_2$ with energy just above $m$ has more weight on $v_2$, has $\mu_3<0$, and goes to $v_2$; the start at 0.51 above is such a case. In the two-well model $m=-2.061$ Ha, and the lowest starting energy was $-1.732$ Ha. The condition was not met.

### Why a small residual locks in the wrong state

Let $\rho$ lie between neighbouring levels $\lambda_n$ and $\lambda_{n+1}$. No level lies strictly between them, so $(\lambda_k-\lambda_n)(\lambda_k-\lambda_{n+1})\ge0$ for every $k$. Averaging over the weights gives

$$\langle H^2\rangle-(\lambda_n+\lambda_{n+1})\rho+\lambda_n\lambda_{n+1}\ge0 .$$

Subtracting $\rho^2$ and rearranging,

$$F\ge(\rho-\lambda_n)(\lambda_{n+1}-\rho).$$

At the midpoint the right side is $(\lambda_{n+1}-\lambda_n)^2/4$. A continuous path on which $\|r\|$ never rises, and which starts with $\|r\|$ below half the gap, therefore cannot cross that midpoint.

In the two-well model the third start has $\|r\|=0.0094$ Ha, while half the distance from its level to the nearest other one is 0.180 Ha, about 19 times larger. The other two starts are still further inside their limits. A finite step of the minimizing kind defined above cannot jump across either. Let $g=\lambda_{n+1}-\lambda_n$, let $m_n$ be the midpoint of this gap, and let $\rho_{\rm old}<m_n$. The averaged inequality above holds for every normalized vector $y$, whatever its energy, and gives

$$\|(H-\rho_{\rm old})y\|^2\ge 2(m_n-\rho_{\rm old})\,\rho(y)-\lambda_n\lambda_{n+1}+\rho_{\rm old}^2 .$$

If $\rho(y)\ge m_n$, the right side is at least $(m_n-\rho_{\rm old})^2+g^2/4$. The step, however, makes the left side no larger than $F(y_{\rm old})$, which is below $g^2/4$. So $y$ cannot lie beyond the midpoint, and the same argument holds from the other side. Only the orthonormalization and rotation among bands are not covered by this bound. In this calculation no band escaped. A start that looks well converged can thus be the very one that cannot be repaired by further residual minimization.

## Finding and curing the omission

What a residual does certify follows from

$$\|r\|^2=\sum_kw_k(\lambda_k-\rho)^2\ge\min_k(\lambda_k-\rho)^2 .$$

Some level lies within $\|r\|$ of $\rho$. Its position in the order of levels remains unknown, and a count is needed.

Choose a shift $\sigma$ that is not an eigenvalue and factorize $H-\sigma=LDL^T$, with $L$ invertible and $D$ made of diagonal blocks of size one or two. The number of negative eigenvalues of $D$ equals the number of levels of $H$ below $\sigma$. This is Sylvester's law of inertia. For a symmetric matrix $A$, the number of negative eigenvalues is the largest dimension of a space on which $x^TAx<0$ for all nonzero $x$: the negative eigenvectors span such a space, and any larger one would share a nonzero vector with the span of the remaining eigenvectors, where $x^TAx\ge0$. The map $y=L^Tx$ preserves dimensions and gives $x^T(H-\sigma)x=y^TDy$, so the two numbers agree.

For the converged RMM-DIIS result, the count below $\sigma=-0.693$ Ha is 4, but only 3 states were found. Below $\sigma=-1.832$ Ha the count is 1 and none was found. The second shift places the missing state below all the computed ones. Spectrum slicing uses the same counts: the difference between two of them is the number of states that a slice must contain. The price is a factorization, which requires $H$ as a matrix and may be too costly for a large basis.

The cure is to let a method that selects by energy prepare the start. Four block Davidson expansions from the original vectors give a lowest energy of $-2.389361$ Ha, well below the midpoint $-2.061$ Ha. That criterion was proved for the continuous flow and the lowest band only; in this calculation RMM-DIIS then converges in 2 sweeps to the correct three levels.

Davidson is no proof of completeness either. If the start lies in a space that both $H$ and the preconditioner map into itself, such as the even functions of a symmetric problem with a preconditioner that commutes with the reflection, every later vector stays there in exact arithmetic. A lower state outside that space is missed by both methods, and the inertia count still reveals it.

## Calculated quantities

```
Six levels (arb. energy unit): [0.  1.  2.5 3.5 5.  6. ]
Third state, curvatures of F: [ 0.   2.   4.5 12.5 12.5 24.5]
Third state, curvatures of energy: [-5. -3.  0.  2.  5.  7.]
12 starts at energy 0.48: all reach the lowest level
Three levels (arb. energy unit): [0. 1. 2.]
200 random starts, BFGS on F, hits per level: [40 95 65]
Energy rises: weights [0.49, 0.51, 0.0], energy 0.510 -> 1.000
Smallest weight wins: weights [0.4, 0.25, 0.35], energy 0.950 -> 1.000
Two orthogonal starts: overlap 0.000 -> 1.000
Box length 26.0 bohr, 100 sine functions, 3 bands
Broad well: depth 2.0 Ha, width 2.5 bohr, centre 9.0 bohr
Narrow well: depth 4.0 Ha, width 0.5 bohr, centre 17.0 bohr
Largest change of 5 levels, 70 to 100 sines: 4.0e-06 Ha
Lowest five levels by full diagonalization (Ha): -2.389362 -1.732232 -1.228915 -0.793181 -0.433760
Start energies (Ha): -1.732232 -1.228915 -0.793211
Start residual norms (Ha): 0.000073 0.001014 0.009384
Half distance to nearest other level (Ha): 0.251659 0.217867 0.179711
Weight of lowest state in start block: 2.95e-05
RMM-DIIS energies (Ha): -1.732232 -1.228915 -0.793181
RMM-DIIS sweeps: 4, largest residual 1.5e-08 Ha
RMM-DIIS orthonormality error: 6.7e-16
Weight of lowest state in final block: 2.2e-19
Error of band-energy sum: 1.596180 Ha = 43.434 eV
Davidson energies, same start (Ha): -2.389362 -1.732232 -1.228915
Davidson expansions: 10
Inertia: 4 levels below -0.6932 Ha, RMM-DIIS found 3
Inertia: 1 level below -1.8322 Ha, RMM-DIIS found 0
Energies after 4 Davidson expansions (Ha): -2.389361 -1.732232 -1.228915
Midpoint of the two lowest levels: -2.060797 Ha
RMM-DIIS after these expansions (Ha): -2.389362 -1.732232 -1.228915
RMM-DIIS sweeps after these expansions: 2
```
